# Parallel conductance of an interface-trap continuum and its peak: verification in Python

```python
# Result under test: a uniform continuum of interface traps exchanging
# electrons with the conduction band has
#   Gp/omega = q^2 Dit ln(1 + x^2) / (2 x),   x = omega tau,
#   Cit      = q^2 Dit arctan(x) / x,         tau = 1/(c_n n_s),
# and Gp/omega has one maximum, near x = 1.98.
# Dit: trap density per area and energy; c_n: capture coefficient;
# n_s: dc surface electron density; eta = (E - E_F)/kT; f: occupancy.
# Normalized response: r = Y/(j omega q^2 Dit) = Cit' - j (Gp/omega)'.
import numpy as np
from scipy.constants import e, k
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw


def fermi(eta):
    return 1.0 / (1.0 + np.exp(eta))


def loss_formula(x):
    return np.log(1 + x**2) / (2 * x)


def cap_formula(x):
    return np.arctan(x) / x


ETA = np.linspace(-40, 40, 1601)
D_ETA = ETA[1] - ETA[0]


def response_quadrature(x, slope=0.0):
    """Energy integral of the linear response; Dit ~ exp(slope*eta)."""
    f = fermi(ETA)
    g = f * fermi(-ETA) * np.exp(slope * ETA) / (1 + 1j * x * f)
    return np.sum(g) * D_ETA


def simulate(x, amplitude=0.01, steps=1000):
    """Time integration of the full rate equations, time in units of tau.
    Surface density n(t)/n_s = exp(amplitude*sin(x t)).
    Returns level energies and first-harmonic response of each level."""
    eta = np.linspace(-12, 12, 97)
    emission = np.exp(eta)
    f0 = fermi(eta)
    f = f0.copy()
    h = 2 * np.pi / (x * steps)
    phase = 2 * np.pi * np.arange(steps) / steps
    density = np.exp(amplitude * np.sin(phase))
    periods = int(np.ceil(14 * x / (2 * np.pi))) + 1
    harmonic = np.zeros(len(eta), dtype=complex)
    for p in range(periods):
        for i in range(steps):
            if p == periods - 1:
                weight = np.sin(phase[i]) + 1j * np.cos(phase[i])
                harmonic += (f - f0) * weight
            n_old, n_new = density[i], density[(i + 1) % steps]
            top = f * (1 - h / 2 * (n_old + emission))
            top += h / 2 * (n_old + n_new)
            f = top / (1 + h / 2 * (n_new + emission))
    return eta, 2 * harmonic / (steps * amplitude)


def peak(function, low=0.2, high=20.0):
    res = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-9})
    return res.x, -res.fun


# Peak: closed form against numerical maximum of the energy integral
u = -2 / lambertw(-2 * np.exp(-2), 0).real
x_peak = np.sqrt(u - 1)
height = x_peak / (1 + x_peak**2)
x_num, height_num = peak(lambda x: -response_quadrature(x).imag)
assert abs(x_num - x_peak) < 1e-5
assert abs(height_num - height) < 1e-9
print(f"peak omega*tau, closed form: {x_peak:.5f}")
print(f"peak omega*tau, energy integral: {x_num:.5f}")
print(f"peak height / (q^2 Dit): {height:.5f}")
print(f"inverse of peak height factor: {1 / height:.4f}")
print(f"peak omega*(tau/2), Fermi-level trap time: {x_peak / 2:.4f}")

# Only one maximum over six decades
scan = np.array([-response_quadrature(x).imag
                 for x in np.logspace(-3, 3, 301)])
signs = np.sign(np.diff(scan))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1

# Time-domain simulation against the linear response and both formulas
print("omega*tau | Gp/(omega q^2 Dit) sim, formula | Cit/(q^2 Dit) sim, formula")
r_peak = None
for x in (0.5, 1.0, x_peak, 5.0, 10.0):
    eta, level = simulate(x)
    f0 = fermi(eta)
    assert np.max(abs(level - f0 * (1 - f0) / (1 + 1j * x * f0))) < 1e-4
    r = np.sum(level) * (eta[1] - eta[0])
    # tolerance: finite amplitude, energy cutoff and time step
    assert abs(-r.imag - loss_formula(x)) < 1e-4
    assert abs(r.real - cap_formula(x)) < 1e-4
    print(f"{x:7.3f} | {-r.imag:.4f}, {loss_formula(x):.4f}"
          f" | {r.real:.4f}, {cap_formula(x):.4f}")
    if x == x_peak:
        r_peak = r

# Larger drive: amplitude equal to kT/q
eta, level = simulate(x_peak, amplitude=1.0)
big = -np.sum(level).imag * (eta[1] - eta[0])
print(f"simulated peak-point loss, ac amplitude kT/q: {big:.4f}")


# Width at half maximum, continuum against a single level
def width_ratio(function, x_top):
    half = function(x_top) / 2
    low = brentq(lambda x: function(x) - half, 1e-3, x_top)
    high = brentq(lambda x: function(x) - half, x_top, 1e3)
    return low, high, high / low


def single(x):
    return x / (1 + x**2)


x_single, h_single = peak(single)
assert abs(x_single - 1) < 1e-5
low, high, ratio = width_ratio(
    lambda x: -response_quadrature(x).imag, x_peak)
ratio_single = width_ratio(single, 1.0)[2]
assert ratio > ratio_single and height < h_single
print(f"continuum half-maximum points omega*tau: {low:.3f}, {high:.3f}")
print(f"half-maximum frequency ratio, continuum: {ratio:.2f}")
print(f"half-maximum frequency ratio, single level: {ratio_single:.2f}")
print(f"single-level peak height / its capacitance: {h_single:.4f}")

# Share of the peak loss from levels within 3 kT of the Fermi level
f = fermi(ETA)
density_loss = -(f * fermi(-ETA) / (1 + 1j * x_peak * f)).imag
inside = abs(ETA) <= 3 + 1e-9
share = np.trapezoid(density_loss[inside], ETA[inside]) if hasattr(
    np, "trapezoid") else np.trapz(density_loss[inside], ETA[inside])
share /= height
assert share > 0.9
print(f"share of peak loss from |E-EF| < 3 kT: {100 * share:.1f} %")

# Trap density that varies with energy moves the peak
shifted = {}
for s in (-0.1, 0.1):
    shifted[s] = peak(lambda x: -response_quadrature(x, s).imag)
    print(f"Dit ~ exp({s:+.1f} (E-EF)/kT): peak omega*tau "
          f"{shifted[s][0]:.3f}, height {shifted[s][1]:.4f}")
assert shifted[-0.1][0] < x_peak < shifted[0.1][0]

# Worked example, round model parameters
T = 300.0            # K
Dit = 1e11           # 1/(cm^2 eV)
c_n = 1e-8           # cm^3/s
doping = 1e16        # 1/cm^3
bending = 0.25       # V
C_ox = 350e-9        # F/cm^2
C_D = 60e-9          # F/cm^2
v_th = k * T / e
n_s = doping * np.exp(-bending / v_th)
tau = 1 / (c_n * n_s)
C_trap = e * Dit     # q^2 Dit in F/cm^2 for Dit per eV
omega = x_peak / tau
print(f"T = {T:.0f} K, kT/q = {1e3 * v_th:.3f} mV")
print(f"Dit = {Dit:.1e} cm^-2 eV^-1, c_n = {c_n:.1e} cm^3/s")
print(f"doping = {doping:.1e} cm^-3, band bending = {bending:.2f} V")
print(f"C_ox = {C_ox * 1e9:.0f} nF/cm^2, C_D = {C_D * 1e9:.0f} nF/cm^2")
print(f"surface electron density n_s = {n_s:.4e} cm^-3")
print(f"tau = {tau * 1e6:.2f} microseconds")
print(f"q^2 Dit = {C_trap * 1e9:.3f} nF/cm^2")
print(f"peak angular frequency = {omega:.4e} rad/s")
print(f"peak frequency = {omega / (2 * np.pi):.1f} Hz")
print(f"peak Gp/omega = {height * C_trap * 1e9:.3f} nF/cm^2")


def terminal(w, r):
    """Oxide in series with depletion capacitance and traps in parallel."""
    y_semi = 1j * w * (C_D + C_trap * r)
    return 1 / (1 / (1j * w * C_ox) + 1 / y_semi)


# Recover Dit from the terminal admittance with the simulated traps
y = terminal(omega, r_peak)
G_m, C_m = y.real, y.imag / omega
Gp_w = omega * C_ox**2 * G_m / (G_m**2 + omega**2 * (C_ox - C_m)**2)
Dit_found = Gp_w / (height * e)
assert abs(Gp_w / (-r_peak.imag * C_trap) - 1) < 1e-9
assert abs(Dit_found / Dit - 1) < 5e-4
print(f"terminal C_m at peak = {C_m * 1e9:.3f} nF/cm^2")
print(f"terminal G_m/omega at peak = {G_m / omega * 1e9:.3f} nF/cm^2")
print(f"recovered Gp/omega = {Gp_w * 1e9:.3f} nF/cm^2")
print(f"recovered Dit = {Dit_found:.4e} cm^-2 eV^-1")


def raw_loss(x):
    w = x / tau
    return terminal(w, response_quadrature(x)).real / w * 1e9


x_raw, h_raw = peak(raw_loss)
assert x_raw > x_peak + 1e-3
print(f"raw G_m/omega peaks at omega*tau = {x_raw:.3f}")
print(f"raw G_m/omega peak height = {h_raw:.3f} nF/cm^2")
print("all good")
```

It prints:

```
peak omega*tau, closed form: 1.98029
peak omega*tau, energy integral: 1.98029
peak height / (q^2 Dit): 0.40237
inverse of peak height factor: 2.4853
peak omega*(tau/2), Fermi-level trap time: 0.9901
omega*tau | Gp/(omega q^2 Dit) sim, formula | Cit/(q^2 Dit) sim, formula
  0.500 | 0.2231, 0.2231 | 0.9273, 0.9273
  1.000 | 0.3466, 0.3466 | 0.7854, 0.7854
  1.980 | 0.4024, 0.4024 | 0.5571, 0.5571
  5.000 | 0.3258, 0.3258 | 0.2747, 0.2747
 10.000 | 0.2308, 0.2308 | 0.1471, 0.1471
simulated peak-point loss, ac amplitude kT/q: 0.3690
continuum half-maximum points omega*tau: 0.440, 12.616
half-maximum frequency ratio, continuum: 28.66
half-maximum frequency ratio, single level: 13.93
single-level peak height / its capacitance: 0.5000
share of peak loss from |E-EF| < 3 kT: 94.6 %
Dit ~ exp(-0.1 (E-EF)/kT): peak omega*tau 1.798, height 0.4233
Dit ~ exp(+0.1 (E-EF)/kT): peak omega*tau 2.206, height 0.3933
T = 300 K, kT/q = 25.852 mV
Dit = 1.0e+11 cm^-2 eV^-1, c_n = 1.0e-08 cm^3/s
doping = 1.0e+16 cm^-3, band bending = 0.25 V
C_ox = 350 nF/cm^2, C_D = 60 nF/cm^2
surface electron density n_s = 6.3123e+11 cm^-3
tau = 158.42 microseconds
q^2 Dit = 16.022 nF/cm^2
peak angular frequency = 1.2500e+04 rad/s
peak frequency = 1989.5 Hz
peak Gp/omega = 6.447 nF/cm^2
terminal C_m at peak = 57.654 nF/cm^2
terminal G_m/omega at peak = 4.499 nF/cm^2
recovered Gp/omega = 6.447 nF/cm^2
recovered Dit = 9.9999e+10 cm^-2 eV^-1
raw G_m/omega peaks at omega*tau = 2.073
raw G_m/omega peak height = 4.502 nF/cm^2
all good
```
